# Frequency of maximum dielectric loss for an overdamped polar phonon

**Question.** A polar phonon in an isotropic dielectric is described by a coordinate \(q\) with effective charge \(Z\), mass \(m\), natural frequency \(\omega_0\) and damping rate \(\gamma\). There are \(N\) such oscillators per unit volume. The macroscopic field \(E\) drives them according to

\[
m\ddot q+m\gamma\dot q+m\omega_0^2q=ZE .
\]

Local-field effects are included in both \(\omega_0\) and \(Z\), so \(\omega_0\) is the natural frequency of the transverse mode. All other polarization mechanisms are represented by a real constant permittivity \(\varepsilon_b\). The response is linear, and \(\omega_0\), \(\gamma\) and the driving frequency \(\omega\) are positive. The oscillator is overdamped when \(\gamma>2\omega_0\) and strongly overdamped when \(\gamma\gg\omega_0\). "Dielectric loss" means the imaginary part of the relative permittivity.

## (a) Permittivity and absorbed power

*Find the relative permittivity \(\varepsilon=\varepsilon'+i\varepsilon''\), and relate \(\varepsilon''\) to the mean power absorbed per unit volume.*

**Answer.** Take the time factor \(e^{-i\omega t}\). Then \(\dot q\to-i\omega q\) and \(\ddot q\to-\omega^2q\), so the amplitudes obey

\[
q=\frac{Z}{m}\,\frac{E}{\omega_0^2-\omega^2-i\gamma\omega}.
\]

The mode contributes a polarization \(NZq\). Dividing by \(\varepsilon_{\rm vac}E\), with \(\varepsilon_{\rm vac}\) the vacuum permittivity, and adding the background gives

\[
\varepsilon=\varepsilon_b+\frac{\Delta\varepsilon\,\omega_0^2}{\omega_0^2-\omega^2-i\gamma\omega},
\qquad
\Delta\varepsilon=\frac{NZ^2}{\varepsilon_{\rm vac}m\omega_0^2}.
\]

Here \(\Delta\varepsilon\) is the static contribution of the mode, as setting \(\omega=0\) shows. Multiplying numerator and denominator by the complex conjugate of the denominator gives

\[
\varepsilon''=\Delta\varepsilon\,
\frac{\omega_0^2\gamma\omega}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}.
\]

This is positive, as a passive medium requires with this time factor.

For a real field \(E_0\cos\omega t\), the polarization is \(\varepsilon_{\rm vac}E_0[(\varepsilon'-1)\cos\omega t+\varepsilon''\sin\omega t]\). Its time derivative contains \(\omega\varepsilon''\cos\omega t\), in phase with the field, and a sine term that averages to zero against the field. The mean absorbed power per volume is therefore

\[
W=\tfrac12\varepsilon_{\rm vac}\,\omega\,\varepsilon''E_0^2 .
\]

The extra factor \(\omega\) means that \(W\) and \(\varepsilon''\) need not peak at the same frequency.

## (b) Position of the loss maximum

*Find the frequency \(\omega_p\) at which \(\varepsilon''\) is greatest, for arbitrary damping. Show that the maximum is unique and decide on which side of \(\omega_0\) it lies.*

**Answer.** Constant factors do not affect the position, so maximize \(\omega/D\), where \(D=(\omega_0^2-\omega^2)^2+\gamma^2\omega^2\). The derivative vanishes when \(D=\omega\,dD/d\omega\). Since

\[
\frac{dD}{d\omega}=-4\omega(\omega_0^2-\omega^2)+2\gamma^2\omega,
\]

the condition is

\[
(\omega_0^2-\omega^2)^2+4\omega^2(\omega_0^2-\omega^2)-\gamma^2\omega^2=0 .
\]

Define \(u=(\omega/\omega_0)^2\) and \(g=\gamma/\omega_0\), and divide by \(\omega_0^4\):

\[
(1-2u+u^2)+(4u-4u^2)-g^2u=0 .
\]

Collecting powers and changing the overall sign gives

\[
F(u)\equiv3u^2+(g^2-2)u-1=0 .
\]

The product of the roots is \(-1/3\), so exactly one root is positive. The loss is positive for \(\omega>0\) and tends to zero both as \(\omega\to0\) and as \(\omega\to\infty\). Its single stationary point is therefore its maximum. The quadratic formula, with \((g^2-2)^2+12=g^4-4g^2+16\), gives

\[
\omega_p=\omega_0\left[\frac{2-g^2+\sqrt{g^4-4g^2+16}}{6}\right]^{1/2}.
\]

Because \(F(0)=-1\) and \(F(1)=g^2>0\), the root lies between 0 and 1. In this model the loss maximum is below \(\omega_0\) for every nonzero damping.

## (c) Strong damping

*Find the leading behaviour of \(\omega_p\) for \(\gamma\gg\omega_0\), with its first two nonzero corrections. Give bounds that control the estimate at finite damping.*

**Answer.** Let \(e=(\omega_0/\gamma)^2=1/g^2\), which is small, and write \(u=ev\). Then \(v=(\omega_p\gamma/\omega_0^2)^2\), and the quadratic becomes

\[
3e^2v^2+(1-2e)v=1 .
\]

At \(e=0\) this gives \(v=1\). Insert \(v=1+a_1e+a_2e^2+a_3e^3+\dots\) and equate each power of \(e\) to zero:

- Order \(e\): \(a_1-2=0\), so \(a_1=2\).
- Order \(e^2\): \(3+a_2-2a_1=0\), so \(a_2=1\).
- Order \(e^3\): \(6a_1+a_3-2a_2=0\), so \(a_3=-10\).

Thus \(v=(1+e)^2-10e^3+O(e^4)\). Its square root is \(1+e-5e^3+O(e^4)\), and

\[
\boxed{\;\omega_p=\frac{\omega_0^2}{\gamma}
\left[1+e-5e^3+O(e^4)\right],\qquad e=\frac{\omega_0^2}{\gamma^2}\;}
\]

The loss peak thus approaches \(\omega_0^2/\gamma\), which is smaller than \(\omega_0\) by the factor \(\omega_0/\gamma\).

For bounds, take \(e<1/2\), that is \(\gamma>\sqrt2\,\omega_0\). The term \(3e^2v^2\) is positive, so \((1-2e)v<1\). The left side of the equation for \(v\) increases with positive \(v\). At \(v=1\) it equals \(1-e(2-3e)\), which is less than 1, so the root exceeds 1. Taking square roots,

\[
1<\frac{\omega_p\gamma}{\omega_0^2}<\frac1{\sqrt{1-2\omega_0^2/\gamma^2}} .
\]

The estimate \(\omega_0^2/\gamma\) is therefore too low throughout the overdamped range, by an amount that vanishes as \(\gamma/\omega_0\) grows.

## (d) Physical origin

*Explain the result by comparing the forces on the oscillator. Compare the loss at \(\omega_p\) with that at \(\omega_0\), and \(\omega_p\) with the slow free-decay rate. What, if anything, still peaks at \(\omega_0\)?*

**Answer.** For a displacement amplitude \(|q|\), the restoring, friction and inertial terms, divided by \(m\), have sizes \(\omega_0^2|q|\), \(\gamma\omega|q|\) and \(\omega^2|q|\). Introduce \(s=\omega\gamma/\omega_0^2\), the ratio of friction to restoring force. Then \(\omega^2/\omega_0^2=es^2\), and the loss is

\[
\varepsilon''=\Delta\varepsilon\,\frac{s}{(1-es^2)^2+s^2}.
\]

The term \(es^2\) is the ratio of inertia to restoring force. If \(e\to0\) at fixed \(s\), inertia drops out and

\[
\varepsilon''\to\Delta\varepsilon\,\frac{s}{1+s^2},\qquad
\frac{d}{ds}\frac{s}{1+s^2}=\frac{1-s^2}{(1+s^2)^2}.
\]

This is the Debye relaxation form. It peaks at \(s=1\), where friction and restoring force have equal amplitudes. Well below that frequency the displacement follows the field almost in phase; well above it, but still below \(\omega=\gamma\), friction is the largest of the three terms and keeps the displacement small.

To find the height to first order, put \(s=1+e\). The numerator is \(1+e\), and the denominator is \((1-2e)+(1+2e)+O(e^2)=2+O(e^2)\). Hence

\[
\varepsilon''(\omega_p)=\frac{\Delta\varepsilon}{2}\,[1+e+O(e^2)],
\qquad
\varepsilon''(\omega_0)=\Delta\varepsilon\,\frac{\omega_0}{\gamma}.
\]

The second result is exact within the model. The loss at \(\omega_0\) is smaller than the peak by a factor of about \(2\omega_0/\gamma\).

A free displacement proportional to \(e^{-\Gamma t}\) obeys \(\Gamma^2-\gamma\Gamma+\omega_0^2=0\). Its slower rate is

\[
\Gamma_-=\frac\gamma2\left(1-\sqrt{1-4e}\right)
=\frac{\omega_0^2}{\gamma}\,(1+e+2e^2+\dots),
\]

where \(\sqrt{1-4e}=1-2e-2e^2-4e^3-\dots\) and \(\gamma e=\omega_0^2/\gamma\) were used. The loss-peak frequency and this rate agree through the first correction but differ at relative order \(e^2\).

The absorbed power at fixed field amplitude does peak at \(\omega_0\). Dividing the numerator and denominator of \(\omega\varepsilon''\) by \(\omega^2\) gives

\[
\omega\varepsilon''=\frac{\Delta\varepsilon\,\omega_0^2\gamma}
{\gamma^2+(\omega_0^2-\omega^2)^2/\omega^2}.
\]

The denominator is least at \(\omega=\omega_0\), whatever the damping. There inertia cancels the restoring force, and the velocity is in phase with the field. A statement about "the loss peak" must therefore say which quantity is plotted.

## (e) Weak damping

*Find \(\omega_p\) for \(\gamma\ll\omega_0\), and describe the passage between the two limits.*

**Answer.** Put \(u=1-\delta\) in \(F(u)=0\). To first order in \(\delta\) and \(g^2\),

\[
3-6\delta-2+2\delta+g^2-1=g^2-4\delta=0,
\]

so \(\delta=g^2/4\). Taking the square root of \(u\) gives \(\omega_p\simeq\omega_0(1-g^2/8)\). A weakly damped mode therefore does have its loss peak close to its natural frequency. The closed form of part (b) gives:

| \(\gamma/\omega_0\) | \(\omega_p/\omega_0\) | \(\omega_p\gamma/\omega_0^2\) |
|---:|---:|---:|
| 0.1 | 0.9988 | 0.0999 |
| 1 | 0.876 | 0.876 |
| 2 | 0.577 | 1.155 |
| 5 | 0.208 | 1.040 |
| 20 | 0.0501 | 1.0025 |

At critical damping, \(\gamma=2\omega_0\), the peak is still 15% above \(\omega_0^2/\gamma\). At \(\gamma=20\omega_0\) the excess is 0.25%. Overdamping alone does not make the simple estimate accurate; the small parameter is \((\omega_0/\gamma)^2\).

## (f) A numerical case

*Take \(\omega_0=70\ \mathrm{cm^{-1}}\), \(\gamma=350\ \mathrm{cm^{-1}}\), \(\Delta\varepsilon=700\) and \(\varepsilon_b=10\). Frequencies and rates have been divided by \(2\pi c\), with \(c\) the speed of light. Find the loss peak and its height. Examine the loss tangent \(\varepsilon''/\varepsilon'\) and the heating at a field amplitude of 1 kV/cm.*

**Answer.** All terms in the formula for \(\omega_p\) scale together, so wavenumbers may be inserted directly. Here \(g=350/70=5\), \(e=0.04\) and \(\omega_0^2/\gamma=70^2/350=14.0\ \mathrm{cm^{-1}}\). The closed form gives

\[
u=\frac{2-25+\sqrt{625-100+16}}6=\frac{\sqrt{541}-23}{6}=0.04323,
\]

\[
\omega_p=70\sqrt{0.04323}\ \mathrm{cm^{-1}}
=14.6\ \mathrm{cm^{-1}}\quad(436\ \mathrm{GHz}).
\]

The peak is 4.0% above the simple estimate and at 0.21 of the natural frequency. The value \(u=0.0432\) is also the ratio of inertia to restoring force at the peak, which is why the inertia-free picture works. The slow decay rate, also divided by \(2\pi c\), is \(14.61\ \mathrm{cm^{-1}}\), against \(14.56\ \mathrm{cm^{-1}}\) for the peak.

The loss is 365 at the peak and \(700/5=140\) at \(\omega_0\). Their ratio is 2.60, in line with the first-order result \((g/2)(1+e)=2.5\times1.04\).

The loss tangent behaves differently because its denominator \(\varepsilon'\) can pass through zero. It is 1.06 at \(\omega_p\). The condition \(\varepsilon'=0\) reads

\[
10\left[(1-u)^2+25u\right]+700(1-u)=0,
\]

or \(u^2-47u+71=0\). The smaller root corresponds to \(87.5\ \mathrm{cm^{-1}}\). There \(\varepsilon''\) remains finite, so the model loss tangent diverges. Well below the loss peak it is instead approximately

\[
\frac{\varepsilon''}{\varepsilon'}\simeq
\frac{\Delta\varepsilon}{\Delta\varepsilon+\varepsilon_b}\,
\frac{\omega\gamma}{\omega_0^2},
\]

which gives 0.0023 at 1 GHz. This is the contribution of the one mode, not the total loss of a capacitor.

The field in part (a) is the field inside the medium. At the loss peak the refractive index is about \(20.6+8.9i\), so in a thick sample the power decays over about 6 µm and the following figures apply near the surface. At an internal amplitude of 1 kV/cm, the power formula of part (a) gives \(4.4\times10^7\ \mathrm{W/cm^3}\) at the loss peak. With a rough heat capacity of \(3\ \mathrm{J/(cm^3\,K)}\) and no heat removal, the temperature rises by 0.015 K per nanosecond. A short or weak probe is compatible with the constant parameters assumed here; prolonged driving at this amplitude is not, unless heat is removed.

## (g) Limits of the model

*Relate the parameters to a real material and to memory capacitors. Estimate how far the main omissions can move the peak.*

**Answer.** The parameters are illustrative values of the order met in the soft mode of cubic barium titanate above its Curie point. They are not a fit to a sample. The strength \(\Delta\varepsilon\,\omega_0^2=3.4\times10^6\ \mathrm{cm^{-2}}\) is somewhat larger than the total for all infrared modes of that crystal, roughly \(2.5\)–\(2.9\times10^6\ \mathrm{cm^{-2}}\). This leaves the bare peak position unchanged but overstates the loss height, the heating and the interface shift. The ratio \(g=5\) is also a choice: with \(\gamma=150\ \mathrm{cm^{-1}}\) the peak would lie at \(38\ \mathrm{cm^{-1}}\), 15% above \(\omega_0^2/\gamma\). Polar phonons of hafnia are normally not strongly overdamped, so part (e) is the more suitable starting point for them. A hafnia memory capacitor should not be assigned a loss peak at \(\omega_0^2/\gamma\) without evidence of strong damping. The following estimates use rough inputs; each changes one feature of the example and locates the new maximum of \(\varepsilon''\) numerically.

**Coupled relaxation.** Barium titanate also has a slow polar relaxation. Subtract \(\kappa\omega_0^2/(1-i\omega/r)\) from the oscillator denominator, with \(\kappa=0.5\) and \(r=30\ \mathrm{cm^{-1}}\), keeping \(\omega_0\), \(\gamma\) and the oscillator strength \(\Delta\varepsilon\,\omega_0^2\) fixed. The peak falls to \(5.6\ \mathrm{cm^{-1}}\), a reduction of 62%. This choice also doubles the static permittivity, from 710 to 1410. If the bare \(\omega_0^2\) is instead doubled so that the static restoring coefficient keeps its value, the peak falls only to \(9.1\ \mathrm{cm^{-1}}\), or by 37%. At low frequency the coupling reduces the restoring coefficient to \((1-\kappa)\omega_0^2\) and raises the friction coefficient to \(\gamma+\kappa\omega_0^2/r\); both changes lower the peak. This is the largest shift among these estimates, so the single-oscillator formula with the bare \(\omega_0\) and \(\gamma\) is unreliable for a relaxation of this strength and rate. A much slower relaxation can instead produce a separate loss maximum at lower frequency.

**Interface layer.** Let 1 nm of a 100 nm capacitor have permittivity \(\varepsilon_i=30\). With thickness fraction \(f=0.01\), the series permittivity obeys

\[
\frac1{\varepsilon_{\rm eff}}=\frac{1-f}{\varepsilon}+\frac f{\varepsilon_i}.
\]

The peak of \(\varepsilon_{\rm eff}''\) rises to \(18.1\ \mathrm{cm^{-1}}\), or by 25%. If \(\varepsilon_b\) is neglected, \(1/\varepsilon\) is proportional to the oscillator denominator, and the added constant multiplies \(\omega_0^2\) by \(1+\Delta\varepsilon f/[(1-f)\varepsilon_i]\). The layer thus stiffens the measured response although the phonon in the film is unchanged.

**Temperature.** Suppose \(\omega_0^2\) is proportional to the distance above the Curie–Weiss temperature, and let that distance be 100 K. (A Curie constant of about \(1.5\times10^5\) K, as in barium titanate, would put \(\Delta\varepsilon=700\) nearer 210 K and roughly halve the shift below.) Warming by 10 K at fixed \(\gamma\) moves the peak to \(16.1\ \mathrm{cm^{-1}}\), an increase of 10%.

**Memory of the damping.** Replace \(\gamma\) by \(\gamma/(1-i\omega/B)\), with \(B=700\ \mathrm{cm^{-1}}\). The peak moves to \(14.3\ \mathrm{cm^{-1}}\), a decrease of 1.8%. To leading order in \(\omega/B\), this replacement multiplies the inertial term by \(1-\gamma/B=1/2\), which halves the leading correction \(e\).

**Nonlinearity.** At 1 kV/cm the static mode polarization is \(\varepsilon_{\rm vac}\Delta\varepsilon E_0=0.062\ \mathrm{\mu C/cm^2}\). Relative to a rough ferroelectric scale of \(20\ \mathrm{\mu C/cm^2}\), its square is about \(10^{-5}\). This suggests a negligible nonlinear shift for the probe, but it does not cover the much larger fields used to switch a memory capacitor.

All numerical values are calculated from the stated model.
